\section*{Direct-gap transition of germanium under (001) biaxial tension}

\section{Problem}

A flat germanium membrane, 50 nm thick and at 300 K, has its surface normal along $z=[001]$. It is stretched equally along $x=[100]$ and $y=[010]$ by a strain $e$, with tension positive. There is no in-plane shear, and both faces are free of traction.

At zero strain the conduction edge at $\Gamma$ lies $S=0.14$ eV above the four equivalent edges at $L$. Let $a_\Gamma$ and $a_L$ be the changes of these edges per unit dilatation. The differential dilatation potential is
\begin{equation}
A=a_L-a_\Gamma=6.7\ \text{eV},
\end{equation}
so that expansion lowers $\Gamma$ relative to $L$. The elastic constants satisfy $r=C_{12}/C_{11}=0.375$.

\begin{enumerate}
\item Find the vertical strain and the dilatation in terms of $e$.
\item Show how the $\Gamma$ and $L$ edges move to first order in strain. Find the strain $e_c$ at which the gap changes from indirect to direct.
\item Find the gap at the crossing, using these rough typical values: unstrained direct gap 0.80 eV, dilatation potential of that gap $-9.5$ eV, valence shear potential $b=-2.5$ eV and spin-orbit splitting $D=0.29$ eV.
\item Estimate how far input errors, nonlinearity and confinement move $e_c$. Check whether a $\Delta$ valley becomes the lowest edge first.
\item Decide whether most conduction electrons occupy $\Gamma$ at the crossing.
\end{enumerate}

\section{Strain in the membrane}

Linear elasticity of a cubic crystal gives the normal stress
\begin{equation}
\sigma_{zz}=C_{11}e_{zz}+C_{12}(e_{xx}+e_{yy}).
\end{equation}
The free faces require $\sigma_{zz}=0$, and $e_{xx}=e_{yy}=e$. Hence
\begin{equation}
e_{zz}=-2re=-0.75e .
\end{equation}
The out-of-plane shear stresses are proportional to the corresponding shear strains, so those strains vanish too. To first order the dilatation is the trace of the strain:
\begin{equation}
t=2e+e_{zz}=2(1-r)e=1.25e. \label{eq:trace}
\end{equation}
The membrane gains volume, but less than its gain in area would suggest, because it becomes thinner.

\section{Motion of the two conduction edges}

\subsection{The $\Gamma$ edge}

Apart from its spin degeneracy, which strain does not lift, the $\Gamma$ conduction edge is a single state. Its first-order shift therefore has the form $\sum_{ij}D_{ij}e_{ij}$, where $D_{ij}$ must share the cubic symmetry of the crystal. Half-turns about the cubic axes remove the off-diagonal elements, and threefold rotations make the diagonal ones equal. Thus $D_{ij}=a_\Gamma\delta_{ij}$ and
\begin{equation}
\delta E_\Gamma=a_\Gamma t.
\end{equation}
The tetragonal part of the strain, which changes shape without changing volume, has no first-order effect on this edge.

\subsection{The $L$ edges}

An $L$ valley has a preferred direction $\mathbf n$ along one of the $\langle111\rangle$ axes. Threefold symmetry about $\mathbf n$ allows two constants:
\begin{equation}
\delta E_L=\Xi_d t+\Xi_u\sum_{ij}n_i e_{ij}n_j .
\end{equation}
Each component of $\mathbf n$ has square $1/3$, and the present strain is diagonal. For all four valleys,
\begin{equation}
\sum_{ij}n_i e_{ij}n_j=\frac{e+e+e_{zz}}{3}=\frac{t}{3}.
\end{equation}
They therefore stay degenerate and move by
\begin{equation}
\delta E_L=\left(\Xi_d+\frac{\Xi_u}{3}\right)t=a_Lt.
\end{equation}
This depends on the strain having no shear in the cubic axes. An added $e_{xy}$ contributes $2\Xi_u n_xn_ye_{xy}=\pm2\Xi_u e_{xy}/3$, which raises two valleys and lowers the other two.

\subsection{The crossing}

Subtracting the two edges gives
\begin{align}
E_\Gamma-E_L&=S+(a_\Gamma-a_L)t\nonumber\\
&=S-At\nonumber\\
&=S-2A(1-r)e. \label{eq:difference}
\end{align}
At the crossing this difference is zero, so
\begin{equation}
e_c=\frac{S}{2A(1-r)}
=\frac{0.14}{6.7\times1.25}=0.0167. \label{eq:crossing}
\end{equation}
The crossing lies at 1.67 percent in-plane tension. The difference in Eq.~\eqref{eq:difference} falls as $e$ grows, so the gap is indirect below $e_c$ and direct above it, provided that no third valley intervenes. Under compression the linear difference grows, and this crossing does not occur.

The vertical strain at the crossing is $-1.25$ percent and the dilatation is 2.09 percent. If the height of the membrane were held fixed instead, the dilatation would be $2e$ and the same formula would give 1.04 percent. The free-surface contraction therefore has a large effect on the answer.

\subsection{A second loading: uniaxial stress}

Suppose instead that the membrane is pulled along [100] and is free to contract along both $y$ and $z$. Then $e_{yy}=e_{zz}$, and $\sigma_{zz}=0$ reads
\begin{equation}
C_{11}e_{zz}+C_{12}(e_{xx}+e_{zz})=0,
\qquad e_{zz}=-\frac{r}{1+r}e_{xx}.
\end{equation}
The dilatation is
\begin{equation}
t=e_{xx}+2e_{zz}=\frac{1-r}{1+r}e_{xx}.
\end{equation}
The $L$ valleys again stay degenerate, because the strain is diagonal. The crossing still needs $t=S/A$, so the ratio of the two threshold strains is
\begin{equation}
\frac{e_{xx}}{e_c}=2(1-r)\frac{1+r}{1-r}=2(1+r)=2.75 .
\end{equation}
The linear model then asks for about 4.6 percent along the pulled axis, where its neglected terms matter more. Equal biaxial loading reaches the required dilatation at a smaller strain.

\section{The gap at the crossing}

The valence edge cancels from $E_\Gamma-E_L$, but it enters the size of the gap. Define
\begin{equation}
Q=-b(e-e_{zz}).
\end{equation}
Relative to the valence average, tetragonal strain shifts the $p$ orbitals $X$, $Y$ and $Z$ by $-Q$, $-Q$ and $2Q$. The spin-orbit term is $(D/3)(\mathbf L\cdot\boldsymbol\sigma-1)$, with $\mathbf L$ in units of $\hbar$. The subtraction places the unstrained valence maximum at zero.

The state with orbital projection $+1$ and spin up has $\mathbf L\cdot\boldsymbol\sigma=1$, so the heavy-hole edge is at $-Q$. For total projection $+1/2$, take the basis $|Z\uparrow\rangle$ and $|{+1}\downarrow\rangle$. The diagonal elements of $\mathbf L\cdot\boldsymbol\sigma$ are 0 and $-1$, and the coupling is $\sqrt2$. The matrix is
\begin{equation}
H=\begin{pmatrix}
2Q-D/3 & \sqrt2D/3\\
\sqrt2D/3 & -Q-2D/3
\end{pmatrix}.
\end{equation}
Its trace is $Q-D$. Its determinant is
\begin{align}
\det H&=-2Q^2-\frac{4QD}{3}+\frac{QD}{3}
+\frac{2D^2}{9}-\frac{2D^2}{9}\nonumber\\
&=-Q(2Q+D).
\end{align}
The upper eigenvalue is therefore
\begin{align}
E_{\rm lh}&=\frac12\left[Q-D+\sqrt{(Q-D)^2+4Q(2Q+D)}\right]\nonumber\\
&=\frac12\left[Q-D+\sqrt{D^2+2DQ+9Q^2}\right].
\end{align}
Under tension $Q>0$. The determinant is then negative, so $E_{\rm lh}>0>-Q$: the light-hole edge is the valence maximum. The names refer to the states at zone centre; strain also changes their masses.

At the crossing $e-e_{zz}=0.02925$, so $Q=2.5\times0.02925=0.0731$ eV and $E_{\rm lh}=0.101$ eV. The direct gap is
\begin{align}
E_g&=0.80-9.5\times0.0209-0.101\nonumber\\
&=0.50\ \text{eV},
\end{align}
corresponding to a wavelength of about 2.5 $\mu$m. The indirect gap agrees. It starts at $0.80-0.14=0.66$ eV and has dilatation potential $-9.5+6.7=-2.8$ eV, so it becomes $0.66-2.8\times0.0209-0.101=0.50$ eV.

\section{How firm is the threshold?}

\subsection{Input errors}

For small errors, Eq.~\eqref{eq:crossing} gives
\begin{equation}
\frac{\delta e_c}{e_c}=\frac{\delta S}{S}-\frac{\delta A}{A}
\end{equation}
at fixed $r$. Raising $S$ by 0.01 eV moves the crossing to 1.79 percent. Changing $A$ by 0.5 eV moves it to 1.81 percent if $A$ is smaller and to 1.56 percent if it is larger. With errors of this size, the third digit of 1.67 percent has no predictive value.

\subsection{Finite strain}

One correction replaces $t$ by the logarithm of the volume ratio and keeps third-order elasticity in the free-face condition. With rough constants $C_{11}=129$, $C_{111}=-710$, $C_{112}=-390$ and $C_{123}=-20$ GPa, the crossing moves to 1.71 percent.

The band energies also have second-order terms. Their size was estimated with a local pseudopotential for a lattice constant of 0.566 nm, without spin-orbit coupling. Its form factors are $-0.23$, $0.01$ and $0.06$ Ry at squared reciprocal vectors 3, 8 and 11 in units of $(2\pi/a)^2$. They are joined by a quadratic in the squared wave vector $x$ times $\exp[-(x/13)^8]$, and plane waves are kept up to $x=24.1$ in the unstrained crystal. Under strain the same plane waves are used, and the form factors are evaluated at the strained reciprocal vectors and divided by the volume ratio.

In this model the $\Gamma$--$L$ separation changes by $-5.99$ eV per unit dilatation and by $-7.49$ eV per unit biaxial strain. Their ratio is 1.25, as Eq.~\eqref{eq:trace} and the symmetry argument require. The model's dilatation slope differs from the given $-6.7$ eV, so it supports the symmetry argument but not the value of $A$. Its unstrained separation, 0.27 eV, also differs from $S$. At 1.67 percent strain its second-order shift raises $\Gamma$ relative to $L$ by 5.4 meV (5.3 meV with a larger basis), equivalent to about 0.06 percentage points in $e_c$. This value depends strongly on the interpolation: replacing 13 by 12 or 15 in the damping factor gives 2 or 10 meV, with dilatation slopes of $-5.5$ or $-6.2$ eV. The estimate therefore gives only an order of magnitude, roughly 0.03 to 0.12 percentage points. About 2 meV of the 5.4 meV is the difference between $t$ and the logarithm of the volume ratio, which the finite-volume correction already contains, so the two should not simply be added.

\subsection{Confinement}

For hard walls a distance $d$ apart, the lowest confinement energy is $\hbar^2\pi^2/(2m_zd^2)$. At $\Gamma$ the mass is about $0.038$ electron masses. At $L$, with longitudinal and transverse masses of about 1.60 and 0.08, the inverse mass along the film normal is
\begin{equation}
\frac{1}{m_z}=\frac{1}{3(1.60)}+\frac{2}{3(0.08)}=\frac{1}{0.117}.
\end{equation}
For $d=50$ nm the energies are 3.96 meV at $\Gamma$ and 1.28 meV at $L$. The difference moves the crossing to 1.70 percent. At fixed masses it scales as $1/d^2$, so it matters more in thinner membranes. The masses used here are unstrained. The smaller direct gap at the crossing makes the $\Gamma$ mass along the normal lighter, and a $\mathbf k\cdot\mathbf p$ estimate of that change roughly doubles the shift in $e_c$.

\subsection{The $\Delta$ valleys}

The $\Delta$ valleys along the film normal are lowered by the tetragonal strain. Take rough values of 0.19 eV for their unstrained height above $L$, 1.3 eV for the dilatation potential of their gap and 9.5 eV for their shear potential. The shear potential multiplies $e_{zz}-t/3=2(e_{zz}-e)/3$. At the crossing,
\begin{align}
E_\Delta-E_L&=0.19+(1.3+2.8)(0.0209)\nonumber\\
&\quad-\frac23(9.5)(0.02925)\nonumber\\
&=0.09\ \text{eV}.
\end{align}
These valleys are still above the common $\Gamma$ and $L$ edge. The in-plane $\Delta$ valleys have the opposite sign of shear shift and lie higher. For these parameters, then, the first transition is to a direct gap.

\section{Equal edges and equal populations}

For nondegenerate electrons in parabolic valleys, and with the subbands of the thin film neglected, each principal direction contributes a Gaussian integral proportional to the square root of its mass. With the edges level and unstrained masses, the four $L$ valleys together outweigh $\Gamma$ by
\begin{equation}
R=4\sqrt{\frac{1.60(0.08)^2}{(0.038)^3}}=55.
\end{equation}
Counting $\Gamma$ and $L$ alone, $\Gamma$ holds $1/(1+R)=1.8$ percent of the electrons. The gap has become direct, but most electrons are still at $L$. The smaller direct gap also makes the $\Gamma$ mass lighter than its unstrained value, which lowers the $\Gamma$ share further.

Equal populations of $\Gamma$ and $L$ need $\Gamma$ to lie below $L$ by
\begin{equation}
k_BT\ln R=0.103\ \text{eV}.
\end{equation}
The strain is then
\begin{equation}
e=\frac{0.14+0.103}{6.7\times1.25}=0.029,
\end{equation}
or 2.9 percent. This extrapolates the linear model and keeps the unstrained masses; the lighter $\Gamma$ mass under tension would raise the required strain. It also leaves out electrons in the $\Delta$ valleys, which approach $L$ as the tension grows. With rough $\Delta$ masses of 0.9 and 0.2, these valleys hold about 2.7 percent of the electrons at the crossing, more than $\Gamma$. At 2.9 percent strain the two valleys along the normal lie only 0.017 eV above $L$, and $\Gamma$ holds about 40 percent of all electrons. The direct gap there has fallen to 0.26 eV, and a $\mathbf k\cdot\mathbf p$ band for $\Gamma$ with strain and nonparabolicity lowers that share to about a quarter. Half of all electrons then needs about 3.6 percent, where the linear model is no longer reliable. Heavy doping would require Fermi statistics. In this parabolic model it leaves the $\Gamma$ share at level edges unchanged, because the densities in both kinds of valley then depend on the Fermi level in the same way. It does raise the strain needed for equal populations, because the states in the low-mass $\Gamma$ valley fill up.

\section{Comparison with a real membrane}

The material parameters are rough typical values for germanium, not a consistent room-temperature set: the masses are close to those found at low temperature. Uniform, equal biaxial strain is an idealization. In a patterned membrane, in-plane shear can split the $L$ valleys. If it lowers the lowest pair by 10 meV relative to $\Gamma$, the crossing rises from 1.67 to 1.79 percent, with all else fixed. The mechanical demand is also large. Substituting $e_{zz}=-2re$ into the in-plane stress gives
\begin{equation}
\sigma_{xx}=C_{11}(1+r-2r^2)e,
\end{equation}
which is 2.4 GPa at the crossing. This is the linear-elastic value; the third-order constants used above lower it to about 2.2 GPa. The calculation does not predict whether a particular membrane, with its edges and defects, survives that stress.

\section*{Calculated quantities}
\begin{verbatim}
Given L-to-Gamma separation S: 0.140 eV
Given differential dilatation potential A: 6.7 eV
Given C12/C11: 0.375 (dimensionless)
Dilatation per in-plane strain: 1.250 (dimensionless)
Crossing strain e_c: 1.672 percent
Crossing strain from full gap model: 1.672 percent
Vertical strain at crossing: -1.254 percent
Dilatation at crossing: 2.090 percent
Wrong crossing if contraction is omitted: 1.045 percent
Rough C11: 129 GPa
Biaxial modulus: 141.1 GPa
In-plane stress at crossing: 2.36 GPa
Rough unstrained direct gap: 0.80 eV
Rough Gamma gap dilatation potential: -9.5 eV
Rough valence shear potential b: -2.5 eV
Rough spin-orbit splitting: 0.29 eV
Valence strain energy Q at crossing: 0.073 eV
Light-hole edge shift at crossing: 0.101 eV
Gap at crossing: 0.501 eV
Gap wavelength at crossing: 2.47 um
Crossing if S is 0.01 eV larger: 1.791 percent
Crossing if A is 0.5 eV smaller: 1.806 percent
Crossing if A is 0.5 eV larger: 1.556 percent
Crossing with finite-strain elasticity: 1.712 percent
Pseudopotential Gamma-L dilatation slope: -5.990 eV
Pseudopotential Gamma-L biaxial slope: -7.488 eV
Pseudopotential Gamma shear slope: 0.00031 eV
Pseudopotential L shear slope: 0.00032 eV
Pseudopotential second-order Gamma-L shift: 5.41 meV
Crossing change from that shift: 0.065 percentage points
Rough unstrained Delta-L separation: 0.19 eV
Rough Delta gap dilatation potential: 1.3 eV
Rough Delta shear potential: 9.5 eV
Normal Delta edge above L at crossing: 0.090 eV
Temperature: 300 K
Rough Gamma mass: 0.038 electron masses
Rough L longitudinal mass: 1.60 electron masses
Rough L transverse mass: 0.08 electron masses
L/Gamma effective state ratio: 54.6 (dimensionless)
Gamma electron share at crossing: 1.80 percent
Further lowering for equal populations: 0.103 eV
Strain for equal populations: 2.91 percent
Membrane thickness: 50 nm
L mass normal to film: 0.117 electron masses
Gamma confinement energy: 3.96 meV
L confinement energy: 1.28 meV
Crossing with confinement: 1.704 percent
\end{verbatim}
